# Cubed-cosine average of poled chromophores and the error of its linear approximation

## The problem

An electro-optic polymer film contains elongated chromophores, each with a permanent dipole moment $\mu=25$ D along its axis. The film is heated until the molecules can turn, and a uniform field $E=100$ V/µm is applied across it at $T=400$ K. Let $\theta$ be the angle between a dipole and the field.

(a) Find the equilibrium average $\langle\cos^3\theta\rangle$.

(b) Find the error made by keeping only the term linear in the field.

The field acting on each molecule is to be taken equal to the applied field, so local-field corrections are left out. The molecules are rigid, turn freely and independently, and their orientations are treated classically.

The third power of the cosine comes from the optical response. Suppose that one component $\beta$ of the molecular hyperpolarizability, the one along the molecular axis, dominates. The second-order response has three directional indices, two for the fields that act and one for the dipole they induce. When all three lie along the poling direction, each contributes one projection $\cos\theta$ of the molecular axis. A molecule therefore contributes $\beta\cos^3\theta$, and the film's response is proportional to $\langle\cos^3\theta\rangle$. At fixed density, fixed $\beta$ and fixed optical field factors, a relative error in this average becomes the same relative error in the predicted response.

## A first estimate by scaling

A dipole in a field has the energy $-\mu E\cos\theta$, which is lowest when the two are parallel. Thermal motion opposes the alignment. The competition is measured by one dimensionless number,

$$
x=\frac{\mu E}{k_BT}.
$$

In SI units the dipole is $8.339\times10^{-29}$ C m and the field is $10^8$ V/m. Their product is $8.339\times10^{-21}$ J, or 52.05 meV. The thermal energy at 400 K is 34.47 meV, so

$$
x=\frac{52.05\ \text{meV}}{34.47\ \text{meV}}=1.510 .
$$

The field energy and the thermal energy are comparable. The film is neither weakly perturbed nor nearly fully aligned.

To find the linear term, write $u=\cos\theta$. The element of solid angle is $\sin\theta\,d\theta\,d\phi$, and $du=-\sin\theta\,d\theta$. Equal intervals of $u$ between $-1$ and $1$ therefore carry equal solid angle. Without a field, $u$ is uniformly distributed with density $1/2$.

A weak field multiplies this density by the Boltzmann factor $e^{xu}\approx1+xu$. The normalization does not change at this order, because $\int_{-1}^{1}u\,du=0$. Hence

$$
\langle u^3\rangle\approx\frac12\int_{-1}^{1}u^3(1+xu)\,du
=\frac{x}{2}\int_{-1}^{1}u^4\,du=\frac{x}{2}\cdot\frac25=\frac{x}{5}.
$$

The term $\int u^3\,du$ has vanished because its integrand is odd. For the given film,

$$
\langle\cos^3\theta\rangle_{\rm lin}=\frac{1.510}{5}=0.302 .
$$

How far can this be trusted? Reversing the field changes $x$ to $-x$. The substitution $u\to-u$ then shows that $\langle u^3\rangle$ changes sign, so its expansion contains odd powers of $x$ alone. The first correction is proportional to $x^3$, and relative to the linear term it is of order $x^2$.

Here $x^2\approx2.3$. If the coefficient of $x^2$ were near one, the linear estimate would be useless; if it were small, the estimate could still be fair. Scaling does not supply that coefficient, so the average must be worked out in full.

## The exact solution of the model

### The moments of the cosine

The azimuth $\phi$ does not enter the energy, and its integral cancels between numerator and denominator. Define

$$
I_n=\int_{-1}^{1}u^n e^{xu}\,du,\qquad
M_n=\langle\cos^n\theta\rangle=\frac{I_n}{I_0}.
$$

The normalizing integral is

$$
I_0=\frac{e^x-e^{-x}}{x}=\frac{2\sinh x}{x}.
$$

For $n\ge1$, integrate by parts, differentiating $u^n$ and integrating $e^{xu}$:

$$
I_n=\left[\frac{u^ne^{xu}}{x}\right]_{-1}^{1}-\frac{n}{x}I_{n-1}
=\frac{e^x-(-1)^ne^{-x}}{x}-\frac{n}{x}I_{n-1}.
$$

Now divide by $I_0$. For odd $n$ the boundary term becomes $(e^x+e^{-x})/(e^x-e^{-x})=\coth x$. For even $n$ it becomes 1. Thus

$$
M_n=\coth x-\frac{n}{x}M_{n-1}\quad(n\text{ odd}),
$$

$$
M_n=1-\frac{n}{x}M_{n-1}\quad(n\text{ even}).
$$

Starting from $M_0=1$, three steps give

$$
M_1=\coth x-\frac1x,
$$

$$
M_2=1-\frac2xM_1=1-\frac2x\coth x+\frac2{x^2},
$$

$$
M_3=\coth x-\frac3xM_2
=\coth x-\frac3x+\frac6{x^2}\coth x-\frac6{x^3}.
$$

Collecting the terms with $\coth x$,

$$
\boxed{\langle\cos^3\theta\rangle=
\left(1+\frac6{x^2}\right)\coth x-\frac3x-\frac6{x^3}.}
$$

### Two limits

For small $x$ the individual terms diverge, so their cancellation should be checked. With $\coth x=1/x+x/3-x^3/45+\dots$,

$$
\left(1+\frac6{x^2}\right)\coth x
=\frac6{x^3}+\frac3x+x\left(\frac13-\frac{6}{45}\right)+\dots
$$

The first two terms cancel against the rest of the closed form. The remaining coefficient is $1/3-2/15=1/5$, which is the linear result found above. In numerical work at very small $x$ this cancellation loses digits, and the power series is the better choice.

For large positive $x$, $\coth x$ approaches 1 and

$$
\langle\cos^3\theta\rangle\approx1-\frac3x .
$$

This also has a direct meaning. The dipoles then lie close to the field, and the small quantity $1-u$ has the distribution $xe^{-x(1-u)}$, whose mean is $1/x$. Since $u^3\approx1-3(1-u)$, the average falls short of one by $3/x$. The linear formula knows nothing of this ceiling: for $x>5$ it exceeds 1, which no average of $\cos^3\theta$ can do.

### The numbers

With $x=1.510$ and $\coth x=1.10261$, the recurrence gives

$$
M_1=1.10261-\frac1{1.510}=0.4404,
$$

$$
M_2=1-\frac{2(0.4404)}{1.510}=0.4167,
$$

$$
M_3=1.10261-\frac{3(0.41674)}{1.510}=0.2746 .
$$

The first and last steps carry five decimals, because inputs rounded to four would shift the final digit. Direct numerical integration over $\theta$ gives the same value, 0.2746. The answer to (a) is

$$
\langle\cos^3\theta\rangle=0.275 .
$$

For (b), the linear value is too large by $0.3020-0.2746=0.0274$. Relative to the full average, the error is

$$
\frac{0.0274}{0.2746}\approx0.100,
$$

or about 10%.

## Comparison of the two

### Why the error is only ten per cent

Expand half of $I_3$ and half of $I_0$. Only even powers of $u$ survive the integration, so

$$
\frac{I_3}{2}=\frac{x}{5}+\frac{x^3}{3!\,7}+\frac{x^5}{5!\,9}+\dots
=\frac{x}{5}+\frac{x^3}{42}+\frac{x^5}{1080}+\dots,
$$

$$
\frac{I_0}{2}=\frac{\sinh x}{x}=1+\frac{x^2}{6}+\frac{x^4}{120}+\dots
$$

Let $M_3=c_1x+c_3x^3+c_5x^5+\dots$. Multiplying this by the second series must reproduce the first. Equating powers of $x$,

$$
c_1=\frac15,\qquad
c_3=\frac1{42}-\frac{c_1}{6}=\frac1{42}-\frac1{30}=-\frac1{105},
$$

$$
c_5=\frac1{1080}-\frac{c_3}{6}-\frac{c_1}{120}
=\frac1{1080}+\frac1{630}-\frac1{600}=\frac4{4725}.
$$

Therefore

$$
M_3=\frac{x}{5}\left(1-\frac{x^2}{21}+\frac{4x^4}{945}-\dots\right).
$$

The coefficient that scaling left open is $1/21$. It is small partly because two effects of opposite sign cancel in large part. The Boltzmann factor raises the numerator by the relative amount $5x^2/42$, while the normalization grows by $x^2/6=7x^2/42$. Their difference is $-2x^2/42=-x^2/21$.

The relative error of the linear formula follows by inverting the bracket:

$$
\frac{x/5}{M_3}-1=\frac{x^2}{21}
+\left(\frac1{21^2}-\frac4{945}\right)x^4+\dots
=\frac{x^2}{21}-\frac{13x^4}{6615}+\dots
$$

At $x=1.510$ the leading term gives 10.9%. The next term is negative, which accounts for the direction of the change to the full value of 10.0%.

Keeping the cubic term in the average itself gives

$$
\frac{x}{5}-\frac{x^3}{105}=0.2692,
$$

which is 2.0% below the full result. One more term of the series has reduced the size of the error about fivefold at this field.

### The sign of the error at any field

The truncated series does not prove that the linear formula is too large at every positive $x$. A comparison of the complete series does. Combining $u$ with $-u$,

$$
\frac{I_3}{2}=\int_0^1u^3\sinh(xu)\,du
=\sum_{k=0}^{\infty}\frac{x^{2k+1}}{(2k+1)!\,(2k+5)},
$$

$$
\frac{x}{5}\,\frac{I_0}{2}
=\sum_{k=0}^{\infty}\frac{x^{2k+1}}{5\,(2k+1)!}.
$$

For $x>0$ all terms are positive. The terms with $k=0$ are equal, and for every $k\ge1$ the upper one is smaller because $1/(2k+5)<1/5$. Hence $I_3<(x/5)I_0$, and division by $I_0>0$ gives $M_3<x/5$. Within this model the linear formula overestimates the polar order at every nonzero field strength.

### The field for a smaller error

An error of 5% relative to the full average occurs at $x=1.047$. With the dipole and temperature held fixed, $x$ is proportional to $E$, so the corresponding field is

$$
E=100\ \text{V/µm}\times\frac{1.047}{1.510}\approx69\ \text{V/µm}.
$$

Lowering the field by about 30% halves the error, as expected from an error that grows nearly as $E^2$ in this range.

## What the independent-dipole model omits

### The local field

The problem excludes the local field, but its size decides how the answer may be used. In Onsager's model, a gas-phase dipole in a spherical cavity within a medium of permittivity $\varepsilon$ and refractive index $n$ has its orienting energy multiplied by

$$
f=\frac{\varepsilon(n^2+2)}{n^2+2\varepsilon}.
$$

With the rough values $\varepsilon=5$ and $n=1.6$,

$$
f=\frac{5(2.56+2)}{2.56+10}=1.815,\qquad fx=2.741 .
$$

The closed form at this larger argument gives $\langle\cos^3\theta\rangle=0.428$, about 56% above the answer to (a). This correction is much larger than the error of linearization. The linear formula also does worse here: it gives $2.741/5=0.548$, which is 28% too high relative to 0.428.

The estimate assumes that 25 D is the gas-phase dipole. If the quoted dipole already includes polarization by the surrounding medium, this factor would count part of that effect twice. A spherical cavity is also a crude shape for an elongated molecule.

The permittivity is itself uncertain. In Onsager's model, $10^{20}$ freely turning dipoles of 25 D per cm³, the density used below, would give a weak-field permittivity near 18 at 400 K instead of 5. Using that weak-field value would give $f=2.13$ and an average of 0.47. At the poling field the alignment begins to saturate. The permittivity defined by the ratio of polarization to field then falls to about 12, which gives $f=2.07$ and an average of 0.46; the smaller permittivity defined by the slope, about 7, would give $f=1.91$ and 0.44. The value 0.428 therefore shows the size of the effect and is not a prediction for a film of that density.

### Neighbouring dipoles

A rough density of $10^{20}$ chromophores per cm³ gives a typical spacing $r=2.15$ nm, the inverse cube root of the density. Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors along two dipoles and $\mathbf n$ the unit vector along their separation. Their interaction energy divided by $k_BT$ is

$$
w\left[\mathbf e_1\cdot\mathbf e_2
-3(\mathbf e_1\cdot\mathbf n)(\mathbf e_2\cdot\mathbf n)\right],
\qquad
w=\frac{\mu^2}{4\pi\varepsilon_0\varepsilon r^3k_BT}.
$$

For $\varepsilon=5$ this gives $w=0.226$; without screening, $w=1.13$.

To first order in $w$, the partner may be replaced by its mean orientation, of length $M_1$ along the field. If $\mathbf n$ makes an angle $\gamma$ with the field, the part of the interaction that survives the azimuthal average is $wM_1u(1-3\cos^2\gamma)$. The Boltzmann exponent contains minus this energy, so the partner changes $x$ by

$$
\delta x=wM_1(3\cos^2\gamma-1).
$$

A neighbour along the field assists the alignment, and a neighbour beside the molecule opposes it. Over all directions $\langle\cos^2\gamma\rangle=1/3$, and the first-order effect vanishes.

Full integration over both orientations, with screening, gives 0.305 for a pair along the field and 0.258 for a pair across it. These lie 11% above and 6% below the independent value. The average over directions, all weighted equally as for fixed centres placed without a preferred direction, is 0.274, almost unchanged. Division by $\varepsilon$ is only the simplest form of screening. If 25 D is a gas-phase dipole in Onsager's cavity, the factor $f=1.815$ enters once for each dipole, so the coupling becomes $0.226f^2=0.75$. With $x$ kept at 1.510, the values along and across the field are then 0.37 and 0.21. In that picture the same factor also raises $x$ to 2.741, and the consistent values are 0.51 and 0.36, which lie 20% above and 15% below the independent value 0.428.

Without screening the three values are 0.422, 0.180 and 0.266. With equal weights the directional average is then 3% below the independent value. If the pair could also turn about each other at fixed distance, the directions would carry Boltzmann weights and the average would be 0.282, about 3% above it. The arrangement of the neighbours matters greatly. The spacing matters as well, because $w$ grows as $1/r^3$. If the centres were placed at random, the mean distance to the nearest neighbour would be only 1.19 nm. With division by $\varepsilon$ alone, the coupling is then $w=1.33$, and the average is 0.44 for a pair along the field and 0.16 for a pair across it. A film has many neighbours and molecules of finite length, so a single pair of point dipoles sets a scale and does not predict the film's order.

### Smaller terms and the poling process

An anisotropic polarizability adds the energy $-\frac12\Delta\alpha E^2u^2$. For a rough polarizability-volume anisotropy of 50 Å³, its magnitude at full alignment is $0.005\,k_BT$. It raises the average by 0.0004, which is negligible beside the other effects.

The temperature in the Boltzmann factor is that at which the molecules last had time to equilibrate. If they follow the field during cooling down to 390 K and then freeze, the average becomes 0.280 instead of 0.275. If instead 10% of the poling voltage is lost outside the film, with the temperature kept at 400 K, the average falls to 0.251, a reduction of about 9%.

## Beside a real film

The parameters describe a strongly dipolar chromophore and a strong poling field, in the regime of poled electro-optic polymers; they do not represent a particular compound. Such films are poled near the glass transition and cooled with the field applied. At the temperature of use the orientation is meant to be frozen, so inserting 300 K into the Boltzmann factor would be wrong. For the independent dipoles of this model, equilibrium without a field means $x=0$ and a vanishing polar average. In a device the poling field may also be nonuniform, and electrical leakage or breakdown can prevent the intended field from being reached; neither is modelled here. For a film that does receive its full field, the local field is among the largest of the effects estimated above: it moves the number from 0.275 to about 0.43 with the rough constants used, provided that 25 D is the gas-phase dipole. Close neighbours can matter as much, depending on their arrangement. The 10% found in (b) is thus the error of linearizing the stated model, and should not be read as the accuracy of that model for a device. The numerical output below lists most of the values at higher precision.

## Table of computed values

```
Dipole: 25.0 D
Dipole in SI: 8.3391e-29 C m
Poling field: 100.0 V/um
Poling temperature: 400.0 K
Dipole energy mu*E: 52.049 meV
Thermal energy kB*T: 34.469 meV
x = mu*E/(kB*T): 1.51000 (dimensionless)
coth(x): 1.10261 (dimensionless)
<cos>: 0.44036 (dimensionless)
<cos^2>: 0.41674 (dimensionless)
<cos^3>, closed form: 0.27464 (dimensionless)
<cos^3>, quadrature: 0.27464 (dimensionless)
Linear x/5: 0.30200 (dimensionless)
Linear minus full: 0.02736 (dimensionless)
Relative error of linear: 9.96 %
Leading error estimate x^2/21: 10.86 %
Cubic x/5 - x^3/105: 0.26921 (dimensionless)
Relative error of cubic: -1.98 %
x at 5% linear error: 1.0471 (dimensionless)
Field at 5% linear error: 69.35 V/um
--- Neglected effects, rough parameters ---
Relative permittivity: 5.0 (dimensionless)
Refractive index: 1.6 (dimensionless)
Onsager factor: 1.815 (dimensionless)
x with local field: 2.741 (dimensionless)
<cos^3> with local field: 0.4278 (dimensionless)
Linear error there: 28.1 %
Number density: 1.0e+20 cm^-3
Mean spacing: 2.154 nm
Pair coupling/kBT, screened: 0.226 (dimensionless)
  <cos^3>, pair along field: 0.3051
  <cos^3>, pair across field: 0.2583
  <cos^3>, direction average: 0.2742
Pair coupling/kBT, unscreened: 1.132 (dimensionless)
  <cos^3>, pair along field: 0.4216
  <cos^3>, pair across field: 0.1795
  <cos^3>, direction average: 0.2663
Largest pair mesh shift: 2.9e-15 (dimensionless)
Polarizability anisotropy: 50.0 A^3
Its energy/kBT: 0.00504 (dimensionless)
Its shift of <cos^3>: 0.000433 (dimensionless)
Freeze-in temperature: 390.0 K
<cos^3> at freeze-in: 0.28047 (dimensionless)
Voltage fraction on film: 90 %
<cos^3> at that voltage: 0.25122 (dimensionless)
```
